Why a flat surface can look stepped in constant-current tunnelling

**Definitions and conventions**

A sample fills the half-space z < 0, and its vacuum edge is the plane z = 0. The edge of a metal tip lies at z = s, so s is the gap. The apparent height of a region B relative to a region A is the difference in tip position between them at equal current, Δz = z_B − z_A. A positive Δz means that the tip has moved away from the sample and that B looks high.

Energies E are measured from the bottom of the sample's conduction band. The Fermi energy is E_F, and φ is the work function, taken equal for sample and tip. Electrons are independent and move along z, in one channel with two spin directions, at zero temperature. The barrier is rectangular at small bias, and the image force is left out. With C = ħ²/(2m), the Schrödinger equation in a potential U is

−C ψ″ + U ψ = E ψ.

The wave number in the sample and the decay rate in the vacuum are therefore

k = √(E/C),  κ = √((E_F + φ − E)/C).

At the Fermi energy κ = √(φ/C) = √(2mφ)/ħ. The local density of states, or LDOS, written ρ(z), is the number of states per unit energy for one spin, each weighted by its probability density at z, so that its unit is 1/(eV nm). It refers to the sample without the tip. Lengths are given in nm and apparent heights in pm.

**The belief and its appeal**

In constant-current mode a feedback loop moves the tip up and down so that the current keeps a set value while the tip scans sideways. The belief is that this keeps the tip at a fixed distance from the surface, so that the recorded trace is the surface profile shifted by a constant.

There is a sound argument behind it. The current falls steeply with distance: for φ = 4.0 eV, retracting the tip by 100 pm leaves a fraction 0.129 of it. If the electronic structure is the same everywhere, the current over wide flat regions is one function of the gap, and in the ordinary tunnelling range it decreases. Equal currents then mean equal gaps, and the trace does follow the height of these regions.

The weak point is the condition. The loop measures a current, and it imposes

I(s, region) = I₀.

If the function I differs between two regions, equal currents require different gaps. It remains to find what I depends on besides s.

**The sample without a tip**

Take a state of energy E below the vacuum level. Outside the sample it must decay, so up to a constant factor it is

u(z) = e^(−κz) for z > 0.

This gives u(0) = 1 and u′(0) = −κ. Since u and u′ are continuous, these two values fix the solution inside. In a uniform sample, called region A, it is

u(z) = cos kz − (κ/k) sin kz = A_A cos(kz + δ).

Expanding the last form gives A_A cos δ = 1 and A_A sin δ = κ/k. Squaring and adding, then dividing, we find

A_A² = 1 + κ²/k²,  tan δ = κ/k.

If the sample has some structure near its surface, u is still a standing wave deep inside, with another amplitude A and another phase. The LDOS at the edge follows from A alone. Close the sample at a great depth L. The integral of u² is then A²L/2, because cos² averages to 1/2 and the surface part is negligible for large L. The normalised probability density at the edge is

u(0)²/(A²L/2) = 2/(A²L).

Neighbouring standing waves differ in k by π/L for large L, so there are L/π states per unit k. From E = Ck² we have dk/dE = 1/(2Ck), and the number of states per unit energy is L/(2πCk). The product is

ρ(0) = [2/(A²L)] · [L/(2πCk)] = 1/(πCkA²).

The length L has dropped out, as it should. A large amplitude in the bulk for a given value at the edge means a small LDOS at the edge. For region A,

ρ_A(0) = k/[πC(k² + κ²)].

**Adding the tip**

Let an electron pass from sample to tip, and let k_t be its wave number in the tip. Choose the transmitted wave as e^(ik_t(z−s)), so that ψ(s) = 1 and ψ′(s) = ik_t. In the barrier

ψ = α e^(−κ(z−s)) + β e^(κ(z−s)).

Matching value and slope at z = s gives α + β = 1 and κ(β − α) = ik_t, hence

α = (1 − ik_t/κ)/2,  β = (1 + ik_t/κ)/2.

The two coefficients have equal modulus. At the sample edge, z = 0, the first term has grown to αe^(κs) and the second has shrunk to βe^(−κs). Their ratio is of size e^(−2κs), which is small for an ordinary tunnelling gap. Dropping the second term leaves, near the sample,

ψ(z) = α e^(κs) e^(−κz) = α e^(κs) u(z).

The value and slope at the edge are those of u times a constant, so the same holds throughout the sample. Deep inside, u is a cosine of amplitude A, that is, two opposite running waves of amplitude A/2 each. The incoming wave therefore has the squared amplitude |α|² e^(2κs) A²/4.

The transmission T is the transmitted flux over the incoming flux. Flux is proportional to wave number times squared amplitude, and the transmitted amplitude is 1, so

T = (k_t/k) · 4e^(−2κs)/(|α|²A²).

Now insert |α|² = (κ² + k_t²)/(4κ²), and replace 1/(kA²) by πCρ(0):

T = [16πCκ²k_t/(κ² + k_t²)] ρ(0) e^(−2κs).

The bracket contains the tip and the barrier, which are the same over both regions. The rest, ρ(0)e^(−2κs), is the LDOS of the isolated sample evaluated at the tip position, because |u|² falls as e^(−2κz). In this model a constant-current trace at small bias is thus a contour of constant LDOS at the Fermi energy. It is a contour of constant distance when the LDOS at the edge is uniform.

**The height shift on a flat surface**

At a small bias V the current is I = (2e²/h) V T(E_F). Let regions A and B have their edges in the same plane z = 0, and let R = ρ_B(0)/ρ_A(0) at the Fermi energy. Setting the two currents equal and cancelling the common factors gives

ρ_A(0) e^(−2κs_A) = ρ_B(0) e^(−2κs_B).

Multiply by e^(2κs_B) and divide by ρ_A(0):

e^(2κ(s_B − s_A)) = R.

With a common surface plane the gap difference is the difference in tip position, so

Δz = ln R/(2κ).

If R > 1, B would carry more current at the same gap, and the loop retracts the tip. If R < 1 the tip approaches, and a flat region looks like a depression. If R = 1 there is no shift.

The logarithm makes the effect modest but not negligible. With κ = 10.246 nm⁻¹, a doubled LDOS gives

Δz = 0.693/(2 × 10.246 nm⁻¹) = 0.0338 nm = 33.8 pm.

If B also stands higher by a real step h, its tip position is h + s_B, while that over A is s_A. The same algebra then gives

Δz = h + ln R/(2κ).

One image supplies this sum and no means of dividing it.

**A cause below the surface**

The ratio R need not be put in by hand. Let region B contain a thin reflecting layer at depth d, with potential Λδ(z + d). Its surface plane, work function and bulk metal are those of A. Electron waves reflected by the layer interfere with those reflected at the surface, and this changes the LDOS at the edge.

Between the layer and the surface the solution is that of region A, u = A_A cos(kz + δ). With θ = δ − kd, just above the layer

u(−d) = A_A cos θ,  u′(−d⁺) = −kA_A sin θ.

Integrating the Schrödinger equation across the layer, the term in E vanishes with the width of the interval, and what remains is

−C[u′(−d⁺) − u′(−d⁻)] + Λu(−d) = 0.

Solving for the slope just below the layer, and writing g = Λ/(Ck), we get

u′(−d⁻) = u′(−d⁺) − (Λ/C)u(−d) = −kA_A(sin θ + g cos θ).

Below the layer the wave is again free, so its squared amplitude is u² + (u′/k)²:

A_B² = A_A²[cos²θ + (sin θ + g cos θ)²]
  = A_A²[1 + 2g sin θ cos θ + g² cos²θ].

At a given energy ρ(0) is proportional to 1/A², and therefore

R = A_A²/A_B² = 1/[1 + g sin 2θ + g² cos²θ].

Without the layer g = 0 and R = 1. With it, R depends on the phase θ, and so on depth and energy. To find the range, write cos²θ = (1 + cos 2θ)/2. The denominator becomes

1 + g²/2 + g sin 2θ + (g²/2) cos 2θ.

The last two terms together oscillate with amplitude √(g² + g⁴/4), so at fixed g the denominator runs between

D± = 1 + g²/2 ± √(g² + g⁴/4).

The product D₊D₋ = (1 + g²/2)² − g² − g⁴/4 equals 1. The largest R is thus the reciprocal of the smallest: at fixed g, the highest possible hill and the deepest possible pit have equal size.

**A number for the flat surface**

Take round model parameters that stand for no particular material: E_F = 5.0 eV, φ = 4.0 eV, Λ = 0.5 eV nm and d = 2.0 nm. The tip has the same band depth as the sample. With C = 0.0381 eV nm², k = 11.456 nm⁻¹ and κ = 10.246 nm⁻¹ at the Fermi energy. Then

g = 0.5/(0.0381 × 11.456) = 1.146,
θ = arctan(10.246/11.456) − 11.456 × 2.0 = −22.182.

Here θ is in radians. It gives sin 2θ = −0.372 and cos²θ = 0.964, so

R = 1/(1 − 0.426 + 1.265) = 0.544.

The LDOS at the edge of B is about half that of A. The predicted shift is

Δz = −0.6092/(2 × 10.246 nm⁻¹) = −0.0297 nm = −29.7 pm.

At fixed gap, B would carry 0.544 times the current of A. To restore the current the tip must approach by 29.7 pm, and the image shows a pit where the surface is flat.

This can be tested without using the LDOS. The wave is matched through tip, vacuum and sample with both barrier exponentials kept, and the gap is varied until the current is 0.1 nA. The bias is 10 mV, with the transmission taken at the Fermi energy. This tests the small-bias limit; averaging over the 10 meV window would change the apparent height by about 1 pm, because R varies with energy. The resulting gaps are 0.5040 nm over A and 0.4743 nm over B, a difference of −29.7 pm, as predicted. The LDOS formulas were tested separately against normalised states of a large closed box; the largest deviation, relative to the formula, was 0.9 %, with a finite grid and finite level spacing in the box.

**In one dimension, changing the setpoint does not separate the two**

One might hope to expose the false pit by repeating the scan at another current. In the one-dimensional model at small bias this fails. Dividing the current by 100 lengthens each gap by

ln 100/(2κ) = 4.605/(20.492 nm⁻¹) = 0.225 nm,

whatever the LDOS, and the difference between the gaps stays as it was. At 0.001 nA the solved gaps are 0.7288 nm and 0.6990 nm, and the apparent height is again −29.7 pm. A real pit would behave in the same way.

The case is different if the decay rates differ, for instance because the work function changes between the regions. Let κ_A and κ_B be the decay rates and P_A and P_B the factors in front, independent of the gap. Equal currents then require

P_A e^(−2κ_A s_A) = P_B e^(−2κ_B s_B).

Taking logarithms and solving for s_B,

s_B = (κ_A/κ_B) s_A + ln(P_B/P_A)/(2κ_B).

Over a common surface plane the apparent height is

Δz = (κ_A/κ_B − 1) s_A + ln(P_B/P_A)/(2κ_B).

It now varies with the gap, and hence with the setpoint. In this one-dimensional model at small bias, a setpoint series can thus reveal a difference in decay rate, but not a difference in LDOS at equal decay rate. Sideways motion of the electrons weakens this rule, as described in the last section. At larger bias the gap also affects how strongly each energy in the window counts, so a height caused by the LDOS can then depend on the setpoint too.

**Changing the bias can separate them**

At larger bias, electrons in a whole energy window contribute. Positive V means that electrons pass from the tip into empty sample states between E_F and E_F + eV; negative V probes filled sample states below E_F. The current has the magnitude

I = (2e/h) |∫ T(E, s) dE|, from E_F to E_F + eV.

The tip's band is shifted by eV, and the barrier top runs linearly from E_F + φ at the sample to E_F + φ + eV at the tip.

First consider a real step with the same electronic structure on both sides. At any given bias the current is then the same function of the gap on both sides. As long as it decreases with the gap, as in ordinary tunnelling, equal currents give equal gaps, and Δz = h whatever the value of V.

Now return to the flat surface. At each energy the layer multiplies the transmission by nearly R(E), so T_B(E, s) ≈ R(E) T_A(E, s). The small error arises because R was derived for a level barrier. Integrating over the window,

I_B(s) ≈ ⟨R⟩ I_A(s),

where ⟨R⟩ is the mean of R(E) weighted by T_A(E, s). For an electron at energy E the mean barrier height is φ + eV/2 − (E − E_F), which equals φ in the middle of the window. As an approximation, then, I_A falls as e^(−2κs) with κ taken at the Fermi energy. If the weights are also evaluated at the gap s_A, equal currents give

Δz ≈ ln⟨R⟩/(2κ).

The layer makes R vary strongly with energy. It is 0.326 at 0.3 eV below E_F, 0.544 at E_F, and 2.54 at 0.3 eV above. The phase θ changes with k, and the interference at the edge passes from destructive to constructive.

Solving directly for the gaps at 0.1 nA with the tilted barrier gives these apparent heights of B:

V = −0.6 V:  Δz = −45.7 pm
V = −0.3 V:  Δz = −44.9 pm
V = +0.3 V:  Δz = +14.0 pm
V = +0.7 V:  Δz = +20.3 pm

The same flat region is a pit at the two negative voltages and a hill at the two positive ones. The sign of the bias alone does not decide this: at +10 mV the region is still a pit, because R is below 1 at the Fermi energy. At +0.7 V the weighted ratio is 1.510, and the estimate is

0.412/(20.492 nm⁻¹) = 0.0201 nm = 20.1 pm,

against 20.3 pm from the direct solution. At all four voltages the two agree within 1 pm, which was the tolerance of the test.

The gaps at ±0.3 V show where the sign change comes from. Over A the gap is 0.6705 nm at both polarities: sample and tip are identical metals there, so reversing the bias gives the mirror image of the same junction. Over B the gap is 0.6256 nm at −0.3 V and 0.6845 nm at +0.3 V. The buried layer breaks the mirror symmetry, and the change in apparent height comes from B alone.

The two negative voltages carry a warning. The apparent heights at −0.3 V and −0.6 V differ by less than 1 pm, because the weighted ratios, 0.399 and 0.395, happen to be nearly equal. An observer with just these two images might take the pit for a real one. Over wide regions, a height that changes with bias shows that the contrast is not purely geometric. Narrow features are different: their relief in the image fades as the gap grows, and the gap depends on the bias. A height that is the same at a few voltages is evidence for geometry, but not proof.

**Where the simple formula stops**

The shift ln R/(2κ) rests on conditions that can fail.

The bias must be small on the energy scale over which R varies. In the example R rises from 0.544 to 2.54 within 0.3 eV, so a bias of 0.3 V already needs the weighted mean. The thermal spread of the electron energies, left out here, must be small on the same scale. At 300 K it changes the small-bias height of the example by about 2 pm.

The image force, also left out, lowers and rounds the barrier. This changes the phase of the wave at the surface, and with it R. In an example as sensitive to phase as this one, even the sign of the apparent height can change. The numbers above therefore illustrate the mechanism and do not predict the height for a real surface.

The gap must be wide enough for e^(−2κs) to be negligible. As R tends to zero at a fixed setpoint, the predicted gap over B shrinks and finally becomes negative, where the formula has no meaning. At a very sharp resonance and a fixed gap, small e^(−2κs) may not be enough. There A is so small that the dropped term βe^(−κs), though tiny at the edge, can contribute appreciably to the incoming wave deep in the sample. On resonance this sets in when the formula's T is no longer small compared with 1. At a fixed small current the tip retracts over the resonance, T stays small, and ln R/(2κ) still holds.

Electrons in a real surface also move sideways. If a state varies along the surface with wave number q, the kinetic energy Cq² of that motion is not available for motion along z, and the decay rate becomes

κ_q = √(κ² + q²).

Such states fade faster with distance. Two regions may then have the same total LDOS at the edge but different LDOS at the tip, if their states are distributed differently over q. In that case the LDOS at the tip position is the quantity to compare, and the apparent height can depend on the gap. The buried layer of the example is affected too. A state at E_F with wave number q has the energy E_F − Cq² for motion along z, and since κ_q ≈ κ + q²/(2κ) for small q, it is weighted by about e^(−q²s/κ). Even at small bias R is then averaged over a range of about Cκ/s below E_F, some 0.8 eV at s = 0.5 nm. The pit is therefore shallower than 29.7 pm at such gaps and deepens as the gap grows, so its depth does change with the setpoint.

Finally, both regions were taken to be wide, with heights read far from their boundary. Near the boundary the waves of the two regions mix, and the one-dimensional formula does not give the shape of the transition.

Within these limits, a height in a constant-current image is a statement about where the tip must stand to draw a given current. It becomes a statement about the position of the surface once the electronic contribution has been shown to be the same on both sides, or has been calculated and subtracted. The numerical output gives the remaining values for the example.

Values computed for the example and the checks

```
Fermi energy above band bottom: 5.0 eV
work function: 4.0 eV
buried layer strength: 0.5 eV nm
buried layer depth: 2.0 nm
C = hbar^2/2m: 0.03810 eV nm^2
k at Fermi energy: 11.456 1/nm
kappa at Fermi energy: 10.246 1/nm
current factor for 100 pm retraction: 0.1288
height shift for doubled LDOS: 33.8 pm
g at Fermi energy: 1.1456
theta at Fermi energy: -22.1818 rad
surface LDOS, region A: 0.4052 1/(eV nm)
surface LDOS, region B: 0.2203 1/(eV nm)
LDOS ratio R = B/A at Fermi energy: 0.5438
ln R: -0.6092
predicted height shift: -29.73 pm
small bias: 10 mV
small bias, current 0.100 nA:
  gap A 0.5040 nm, gap B 0.4743 nm
  apparent height of B -29.73 pm
small bias, current 0.001 nA:
  gap A 0.7288 nm, gap B 0.6990 nm
  apparent height of B -29.73 pm
R at E - E_F = -0.6 eV: 0.571
R at E - E_F = -0.3 eV: 0.326
R at E - E_F = +0.0 eV: 0.544
R at E - E_F = +0.3 eV: 2.540
R at E - E_F = +0.4 eV: 2.684
R at E - E_F = +0.7 eV: 0.631
bias -0.6 V, current 0.1 nA:
  gap A 0.7061 nm, gap B 0.6605 nm
  weighted R 0.395, height -45.7 pm, estimate -45.4 pm
bias -0.3 V, current 0.1 nA:
  gap A 0.6705 nm, gap B 0.6256 nm
  weighted R 0.399, height -44.9 pm, estimate -44.8 pm
bias +0.3 V, current 0.1 nA:
  gap A 0.6705 nm, gap B 0.6845 nm
  weighted R 1.334, height +14.0 pm, estimate +14.1 pm
bias +0.7 V, current 0.1 nA:
  gap A 0.7146 nm, gap B 0.7349 nm
  weighted R 1.510, height +20.3 pm, estimate +20.1 pm
largest LDOS deviation, box against formula: 0.88 %
largest transmission deviation at 0.6 nm: 0.0009 %
```
